# The hydrogen-evolution volcano and the 0.24 eV adsorption correction

**Q.** People plot the exchange current for hydrogen evolution against an adsorption free energy computed without any electrode potential, solvated proton or electron reservoir. How can such a number say anything about an electrode?

**A.** Through an equilibrium that replaces the proton and the electron by a gas molecule. On the scale of the reversible hydrogen electrode (RHE), $U=0$ is the potential at which

$$\mathrm{H^+}+e^-\rightleftharpoons\tfrac12\mathrm{H_2}$$

is in equilibrium with H₂ at 1 bar in the given electrolyte. Equilibrium means equal chemical potentials on the two sides. Raising the potential to $U$ lowers the energy of an electron by $eU$, where $e>0$ is the elementary charge. Hence

$$\mu(\mathrm{H^+})+\mu(e^-)=\tfrac12\mu(\mathrm{H_2})-eU .$$

This is the computational hydrogen electrode. The pH does not appear in this free energy, because the RHE scale moves with it. Rate constants are another matter: they depend on the proton donor and its activity, so exchange currents can still change with pH.

Let $*$ be an empty site and $\mathrm{H}^*$ an occupied one. The free energy of the Volmer step, $\mathrm{H^+}+e^-+*\to\mathrm{H}^*$, is

$$G(\mathrm H^*)-G(*)-\mu(\mathrm{H^+})-\mu(e^-)=\Delta G+eU,$$

$$\Delta G=G(\mathrm H^*)-G(*)-\tfrac12\mu(\mathrm{H_2}).$$

So $\Delta G$ can be found from a surface and a gas molecule. I assume that the surface energies themselves do not change with potential, and I leave out the effect of the electrolyte on them. I use electronvolts for energies, since Hartree units are unnatural at this scale.

**Q.** An adsorption free energy depends on how crowded the surface is. At which coverage is yours defined?

**A.** I leave the entropy of distributing atoms over sites out of $\Delta G$ and count it separately. Take $M$ equivalent sites, each holding at most one atom, with no interaction between atoms. There are $W(n)=M!/[n!(M-n)!]$ arrangements of $n$ atoms. Adding one atom changes the configurational free energy by

$$-kT\ln\frac{W(n+1)}{W(n)}=-kT\ln\frac{M-n}{n+1}\to kT\ln\frac{\theta}{1-\theta},$$

where $\theta=n/M$ and $M$ is large. Adsorption equilibrium at $U=0$ requires the total cost of adding an atom to vanish. With $x=\Delta G/kT$,

$$x+\ln\frac{\theta}{1-\theta}=0\quad\Rightarrow\quad \theta=\frac1{1+e^{x}},\qquad 1-\theta=\frac1{1+e^{-x}} .$$

This is the Langmuir coverage. The configurational term is zero at $\theta=\tfrac12$, so $\Delta G$ is the differential adsorption free energy at half coverage. If the atoms repel or attract one another, $\Delta G$ itself depends on $\theta$ and this closed form fails.

**Q.** Then the volcano follows at once: strong binding fills the sites, weak binding empties them, and the best compromise is half coverage.

**A.** That does not follow from coverage alone. A rate also needs a barrier. Write the Volmer rate constant at $U=0$ as

$$k_f=k_0e^{-b(x)},$$

where $kT\,b(x)$ is the part of the barrier that varies with $\Delta G$. The constant part and the prefactor are in $k_0$, which I assume equal for all surfaces compared. If $b$ were zero throughout, the forward rate would be $k_0(1-\theta)$. This rises steadily towards $k_0$ as binding weakens: a plateau, not a volcano.

**Q.** What constrains $b$?

**A.** Detailed balance constrains the reverse constant $k_r$. At equilibrium the forward and reverse rates are equal:

$$k_f(1-\theta)=k_r\theta\quad\Rightarrow\quad k_r=k_f\frac{1-\theta}{\theta}=k_0e^{-b(x)+x}.$$

The variable part of the reverse barrier is therefore $b(x)-x$, in units of $kT$. The common one-way rate per site is

$$r_V=k_f(1-\theta)=\frac{k_0e^{-b(x)}}{1+e^{-x}} .$$

Detailed balance does not determine $b$ itself. That needs a further physical assumption.

**Q.** Before you make it: why should a one-way rate of one step be the exchange current of the whole reaction? Hydrogen still has to leave the surface.

**A.** It is so if leaving is fast. Let hydrogen leave by the Tafel step, $2\mathrm H^*\to\mathrm{H_2}+2*$, and let $r_T$ be its one-way rate at equilibrium. I leave out the competing Heyrovsky step, in which a proton and an electron remove $\mathrm H^*$ directly.

Define the dimensionless cathodic overpotential $h=-eU/kT$. For each step let $a$ be the logarithm of the ratio of forward to reverse rate. I assume that the atoms stay randomly distributed over the sites while current flows, as they do when surface diffusion is fast compared with both steps. The rates then depend on $\theta$ alone, and all the kinetics below rests on this. Since the Volmer free energy is $\Delta G+eU$ and the Tafel step undoes two adsorptions,

$$a_V=h-x-\ln\frac{\theta}{1-\theta},\qquad a_T=2x+2\ln\frac{\theta}{1-\theta}.$$

The unknown coverage cancels in the sum $2a_V+a_T=2h$. Close to equilibrium the net rate of a step is $r(e^{a}-1)\approx ra$ to first order, so $v_V=r_Va_V$ and $v_T=r_Ta_T$. In the steady state two Volmer events feed one Tafel event, $v_V=2v_T$, which gives $a_T=v_V/(2r_T)$. Inserting both,

$$\frac{2v_V}{r_V}+\frac{v_V}{2r_T}=2h\quad\Rightarrow\quad v_V=\frac{h}{1/r_V+1/(4r_T)} .$$

Each Volmer event carries one electron. With $N$ sites per area the cathodic current density is $i=eNv_V$. I define the exchange current density $i_0$ by $i\approx i_0h$ at small $h$, hence

$$i_0=\frac{eN}{1/r_V+1/(4r_T)}\;\longrightarrow\; eN\,r_V\quad\text{for } r_V\ll4r_T .$$

The two steps act like resistances in series. When the Volmer step limits, this $i_0$ is the one-way current at equilibrium. When the Tafel step limits, it is $4eNr_T$, twice the one-way current $2eNr_T$ that this step sustains, because $a_T$ then equals $2h$.

**Q.** You defined $i_0$ by a slope at zero overpotential. Is it still the prefactor of the usual exponential law?

**A.** Yes, in the fast-Tafel limit. The Tafel step carries the net rate $v_V/2$, so it keeps $a_T\approx0$ as long as $|v_V|\ll2r_T$, and this pins $\theta$ at its equilibrium value. For a finite $r_T$ the condition fails at large enough $|h|$, and $\theta$ starts to move. If the dominant rate needs the scarce species (free sites for cathodic current at $x<0$, adsorbed atoms for anodic current at $x>0$), the law below fails there. If it needs the abundant species, the law survives until the fraction of that species changes appreciably. If a constant fraction $\alpha$ of the potential change acts on the forward barrier, the forward rate becomes $r_Ve^{\alpha h}$. The reverse rate must be smaller by the factor $e^{-h}$, so

$$i=eN\,r_V\left[e^{\alpha h}-e^{-(1-\alpha)h}\right].$$

This is the Butler–Volmer law. Its expansion at small $h$ is $eNr_V[\alpha+(1-\alpha)]h=eNr_Vh$, in agreement with the definition.

**Q.** Now the missing assumption. What puts the peak at $\Delta G=0$?

**A.** Symmetry between the two directions. Suppose that the reverse barrier at $x$ equals the forward barrier at $-x$:

$$b(x)-x=b(-x).$$

Suppose also that $b$ is convex, meaning that its slope $b'$ never decreases with $x$. From the logarithm of the rate,

$$\ln r_V=\ln k_0-b(x)-\ln(1+e^{-x}),$$

$$\frac{d\ln r_V}{dx}=-b'(x)+\frac{e^{-x}}{1+e^{-x}}=\theta-b'(x).$$

Differentiating the symmetry condition gives $b'(x)+b'(-x)=1$. As $b'$ does not decrease, this forces $b'\le\tfrac12$ for $x<0$ and $b'\ge\tfrac12$ for $x>0$. The coverage does the opposite: $\theta>\tfrac12$ for $x<0$ and $\theta<\tfrac12$ for $x>0$. So $\ln r_V$ rises all the way up to $x=0$ and falls after it. The maximum is unique and lies at $\Delta G=0$. The argument also covers a kink in $b$ at zero, where the slope jumps across $\tfrac12$.

In words, $\theta=d\ln(1-\theta)/dx$ is the fractional gain in free sites per unit weakening of the bond, and $b'$ is the price in barrier. For a smooth symmetric barrier, gain and price balance at zero; at a kink there, the price jumps past the gain.

**Q.** That is general. What does the volcano look like for a definite barrier?

**A.** Three choices are instructive. The first is $b=\max(0,x)$: an uphill step pays its full free energy, and a downhill step gains nothing. For $x<0$ the rate is $k_0(1-\theta)$. For $x>0$ it is $k_0e^{-x}(1-\theta)=k_0\theta$, because $e^{-x}=\theta/(1-\theta)$. Together,

$$i_0=eNk_0\min(\theta,1-\theta).$$

This is the sharp volcano, with a cusp at the top. Far out on the flanks the smaller of $\theta$ and $1-\theta$ behaves as $e^{-|x|}$, so $\ln i_0$ has slopes $+1$ and $-1$ against $x$. At 298.15 K, where $kT=0.02569$ eV, one decade of current corresponds to $kT\ln10=0.0592$ eV.

The second is a linear barrier, $b=\beta x$ with $0<\beta<1$. Then $e^{-\beta x}=[\theta/(1-\theta)]^\beta$ and

$$i_0=eNk_0\,\theta^{\beta}(1-\theta)^{1-\beta}.$$

For $\beta=\tfrac12$ the top is rounded and the flank slopes are $\pm\tfrac12$, so a decade takes 0.118 eV.

The third is the Marcus form. With reorganization energy $\lambda$ in units of $kT$, the barrier is $(\lambda+x)^2/(4\lambda)=\lambda/4+x/2+x^2/(4\lambda)$. The constant $\lambda/4$ goes into $k_0$, leaving $b=x/2+x^2/(4\lambda)$. It is convex, and $b(x)-b(-x)=x$, so the peak is again at zero. I use it for $|x|<\lambda$, where both barriers grow with the free energy that they have to climb.

**Q.** And if the barrier is not symmetric?

**A.** Then the peak can move. For $b=\beta x$ the condition $\theta=b'$ reads $\theta=\beta$. Solving $1/(1+e^x)=\beta$ gives

$$\Delta G_{\rm peak}=kT\ln\frac{1-\beta}{\beta}.$$

For $\beta=0.3$ this is $0.0218$ eV, a little less than $kT$. A peak at zero is thus guaranteed by a symmetric convex barrier, not by the coverage alone. For a linear barrier with $\beta$ between 0.3 and 0.7, the peak stays within 0.022 eV of zero.

**Q.** Does a slow Tafel step also move it?

**A.** Not if half of the free energy enters the barrier in both steps. The forward free energy of the Tafel step is $-2\Delta G$. With half of this in its barrier, its rate constant is $k_Te^{x}$, and its one-way rate at equilibrium is

$$r_T=k_Te^{x}\theta^2=k_T\,\theta(1-\theta),$$

using $e^x=(1-\theta)/\theta$. For $\beta=\tfrac12$ we have $r_V=k_0\sqrt{\theta(1-\theta)}$. Both rates are largest at $\theta=\tfrac12$, so the series combination peaks there as well. The height does change. With $k_T=k_0$ the rate at the top is $k_0/(2+1)=k_0/3$, against $k_0/2$ for a fast Tafel step.

There is a warning in the ratio

$$\frac{r_V}{4r_T}=\frac{k_0}{4k_T\sqrt{\theta(1-\theta)}} .$$

For this $\beta=\tfrac12$ barrier it grows on both flanks. A Tafel step that is fast near the top can become limiting far from it. There $i_0\to4eNr_T\propto\theta(1-\theta)\sim e^{-|x|}$, so the flank slopes steepen from $\pm\tfrac12$ to $\pm1$. The numerical check solves the two-step steady state numerically and confirms the series formula, the peak positions and the fast-Tafel slopes.

**Q.** I accept the horizontal axis in principle. In practice one computes an electronic energy $\Delta E$ and adds 0.24 eV. Where does that number come from?

**A.** From nuclear motion. Define

$$\Delta E=E(\mathrm H^*)-E(*)-\tfrac12E(\mathrm{H_2})$$

with electronic energies at fixed nuclei. I assume that the vibrations of the surface atoms do not change on adsorption. The rest comes from the three vibrations of the adsorbed atom and from the gas.

A harmonic mode of quantum $\varepsilon$ has levels $(n+\tfrac12)\varepsilon$. Summing the geometric series,

$$-kT\ln\sum_{n=0}^{\infty}e^{-(n+1/2)\varepsilon/kT}=\frac{\varepsilon}{2}+kT\ln\left(1-e^{-\varepsilon/kT}\right).$$

The first terms of the three modes add up to the zero-point energy $Z_{\rm ads}$, the second to a thermal part $F_{\rm th}$. For the gas, write $\mu(\mathrm{H_2})=E(\mathrm{H_2})+Z_{\rm gas}+H_{\rm th}-TS$, where $H_{\rm th}$ is the enthalpy at $T$ measured from absolute zero with every molecule in its rotational ground state. Therefore

$$\Delta G-\Delta E=Z_{\rm ads}+F_{\rm th}-\tfrac12\left(Z_{\rm gas}+H_{\rm th}-TS\right).$$

The usual correction keeps three of these terms:

$$(\Delta G-\Delta E)_{\rm usual}=Z_{\rm ads}-\tfrac12Z_{\rm gas}+\tfrac12TS .$$

The entropy term is positive because adsorption destroys the freedom of half a gas molecule.

**Q.** How do you obtain $S$ and $H_{\rm th}$ without a table?

**A.** From the states of a free rigid rotor in a box. For an ideal gas of molecules of mass $m$, the volume per molecule is $kT/p$, and

$$\mu-E-Z_{\rm gas}=-kT\ln\left[\left(\frac{2\pi mkT}{h_P^2}\right)^{3/2}\frac{kT}{p}\,q\right],$$

where $h_P$ is Planck's constant and $q$ the rotational sum. Vibrational excitation of H₂ is negligible at room temperature. With rotational constant $B$ as an energy,

$$q=\frac14\sum_J g_J(2J+1)e^{-BJ(J+1)/kT},$$

with $g_J=1$ for even and $g_J=3$ for odd $J$. These weights come from the spins of two identical protons. The factor $\tfrac14$ removes the four spin states. They cancel in $\Delta G$, since each adsorbed proton keeps its own two.

When $kT$ is well above $B$, even and odd $J$ contribute nearly equally to the unweighted sum, so the average weight is $\tfrac14\cdot\tfrac{1+3}{2}=\tfrac12$. Replacing the sum by an integral gives $kT/B$, and the leading end-point correction is $\tfrac12f(0)-\tfrac1{12}f'(0)\approx\tfrac12-\tfrac16=\tfrac13$, where $f(J)$ is the unweighted summand. Thus

$$q\approx\frac12\left(\frac{kT}{B}+\frac13\right),\qquad kT^2\frac{d\ln q}{dT}\approx kT-\frac B3 .$$

The second expression is the rotational energy. Translation adds $\tfrac32kT$, and the product of pressure and volume adds $kT$:

$$H_{\rm th}\approx\tfrac72kT-\tfrac B3 .$$

The entropy is $S=-(\partial\mu/\partial T)_p$. Since $\mu-E-Z_{\rm gas}=H_{\rm th}-TS$, the entropy is $k$ times the logarithm of the bracket plus $H_{\rm th}/T$, and this last term is close to $\tfrac72k$.

**Q.** Numbers, please.

**A.** For H₂ I take a potential curve from CCSD in the cc-pVTZ basis. For two electrons this is full configuration interaction within that basis; the basis error and effects beyond the Born–Oppenheimer approximation are left out. Solving for the nuclear motion on this curve gives $Z_{\rm gas}=0.2705$ eV. The last digit is not converged in the basis: cc-pVQZ lowers it by 0.0003 eV and raises the corrections below by 0.0002 eV. At 298.15 K and 1 bar, $TS=0.4036$ eV and $H_{\rm th}=0.0876$ eV. The latter is $3.41\,kT$, slightly below $\tfrac72kT$ as derived. Both are rigid-rotor values; centrifugal stretching would raise each by less than 0.0005 eV.

For the adsorbed atom I choose round model wavenumbers of 1200, 800 and 800 cm⁻¹. They give $Z_{\rm ads}=0.1736$ eV and $F_{\rm th}=-0.0012$ eV. Then

$$Z_{\rm ads}-\tfrac12Z_{\rm gas}=0.1736-0.1353=0.0383\ \text{eV},$$

$$(\Delta G-\Delta E)_{\rm usual}=0.0383+0.2018=0.240\ \text{eV}.$$

**Q.** So 0.24 eV is justified.

**A.** As a convention, for vibrations like these. With all terms the result is different:

$$0.1736-0.0012-\tfrac12(0.2705+0.0876-0.4036)=0.195\ \text{eV}.$$

The usual value is larger by 0.045 eV. Nearly all of this is the dropped half of the gas enthalpy, $0.0438$ eV; the remaining $0.0012$ eV is $-F_{\rm th}$. Half the enthalpy is about $1.7\,kT$, so it cannot be dismissed as small compared with thermal energy.

Nor is the number the same for every site. If the three wavenumbers add up to 2400 instead of 2800 cm⁻¹, the usual correction is 0.215 eV; for a sum of 3200 cm⁻¹ it is 0.265 eV. A stiffer site has more zero-point energy and needs a larger correction.

**Q.** Does a shift of 0.045 eV matter for the volcano?

**A.** It does, and most of all on the flanks. Take model values $k_0=100$ s⁻¹ and $N=10^{15}$ cm⁻², so that $eNk_0=1.602\times10^{-2}$ A cm⁻². For a surface with $\Delta E=-0.09$ eV and the rounded correction, $\Delta G=0.15$ eV and $x=0.15/0.02569=5.84$. The coverage is $\theta=1/(1+e^{5.84})=2.9\times10^{-3}$. I take the Tafel step as fast throughout this example. The two barrier laws give

$$i_0^{\rm sharp}=1.602\times10^{-2}\times2.905\times10^{-3}=4.65\times10^{-5}\ \text{A cm}^{-2},$$

$$i_0^{\beta=1/2}=1.602\times10^{-2}\sqrt{\theta(1-\theta)}=8.6\times10^{-4}\ \text{A cm}^{-2}.$$

The same steps for five adsorption energies give the volcano, with energies in eV and currents in A cm⁻²:

| $\Delta E$ | $\Delta G$ | $i_0$, sharp | $i_0$, $\beta=\tfrac12$ |
|---:|---:|---:|---:|
| −0.54 | −0.30 | $1.4\times10^{-7}$ | $4.7\times10^{-5}$ |
| −0.39 | −0.15 | $4.7\times10^{-5}$ | $8.6\times10^{-4}$ |
| −0.24 | 0.00 | $8.0\times10^{-3}$ | $8.0\times10^{-3}$ |
| −0.09 | 0.15 | $4.7\times10^{-5}$ | $8.6\times10^{-4}$ |
| 0.06 | 0.30 | $1.4\times10^{-7}$ | $4.7\times10^{-5}$ |

Both laws share the height $eNk_0/2$, because $b(0)=0$ in both. They differ by a factor of more than 300 at $|\Delta G|=0.30$ eV, so the barrier law matters more there than the correction does, provided the Tafel step is still fast. For $\beta=\tfrac12$ that requires $k_T\gg86\,k_0$ at this $\Delta G$; the series formula reduces the factor to 185 for $k_T=100\,k_0$ and to 5 for $k_T=k_0$.

Now keep all terms for the surface with $\Delta E=-0.09$ eV. Its $\Delta G$ falls from 0.150 to 0.105 eV, and the predicted current rises by a factor of 5.7 for the sharp law and 2.4 for $\beta=\tfrac12$. A surface on the strong-binding flank would move away from the top, and its current would fall.

**Q.** Then which correction should I use?

**A.** For a free energy within this harmonic model, use all terms, with the vibrations of the site in question. For comparison with values obtained by the convention, use 0.24 eV throughout and say so. A common constant preserves the order of surfaces by $\Delta G$, but it can change their order by $|\Delta G|$, and for a fast Tafel step and surfaces that share $k_0$, $N$ and one symmetric convex $b(x)$ it is $|\Delta G|$ that ranks activity: the symmetry gives $r_V(-x)=k_0e^{-b(x)+x}/(1+e^{x})=r_V(x)$, and $r_V$ falls as $|x|$ grows. Two surfaces on opposite sides of the top, at nearly equal distance from it, can therefore change places when the correction changes by 0.045 eV.

If $k_0$ or the function $b(x)$ differs between surfaces, $\Delta G$ alone no longer ranks them. The volcano then describes a trend within the model, and the barriers have to be computed surface by surface.

## Computed results

```
temperature 298.15 K, kT = 0.02569 eV, pressure 100000 Pa
H2, CCSD/cc-pVTZ (full CI in this basis):
  bond length 1.4034 bohr
  harmonic wavenumber 4409 cm^-1
  fundamental wavenumber 4166 cm^-1
  rotational constant 59.13 cm^-1
  zero-point energy 0.2705 eV, half 0.1353 eV
  entropy S/k = 15.710, closed form 15.705
  T*S = 0.4036 eV, half 0.2018 eV
  thermal enthalpy 0.0876 eV, half 0.0438 eV
  thermal enthalpy / kT = 3.410
  G - E_electronic = -0.0455 eV
H* model wavenumbers (cm^-1): 1200 800 800
  zero-point energy 0.1736 eV
  thermal vibrational free energy -0.0012 eV
zero-point change 0.0383 eV
usual correction 0.2401 eV
correction with all terms 0.1951 eV
usual minus all terms 0.0450 eV
usual correction, mode sum 2400 cm^-1: 0.2153 eV
usual correction, mode sum 3200 cm^-1: 0.2649 eV
peak positions dG from the solved kinetics (eV):
  sharp: 0.0000 (magnitude)
  beta=1/2: 0.0000 (magnitude)
  Marcus: 0.0000 (magnitude)
  beta=0.3: 0.0218
  beta=1/2, Tafel constant = k0: 0.0000 (magnitude)
  its exchange rate at dG=0: 0.3333 k0
Marcus reorganization energy 1.0 eV
flank slopes d ln i0/dx, sharp: 1.000, -1.000
  dG per decade of i0: 0.0592 eV
flank slopes d ln i0/dx, beta=1/2: 0.500, -0.500
  dG per decade of i0: 0.1183 eV
k0 = 100 s^-1, sites 1.0e+15 cm^-2, e*N*k0 = 1.6022e-02 A cm^-2
dE(eV) dG=dE+0.24(eV) theta  i0 sharp, i0 beta=1/2 (A cm^-2)
   -0.54  -0.30 1.000e+00 1.360e-07 4.669e-05
   -0.39  -0.15 9.971e-01 4.655e-05 8.624e-04
   -0.24   0.00 5.000e-01 8.011e-03 8.011e-03
   -0.09   0.15 2.905e-03 4.655e-05 8.624e-04
    0.06   0.30 8.491e-06 1.360e-07 4.669e-05
surface with dE = -0.09 eV, both corrections:
  usual: dG = 0.1501 eV, i0 sharp 4.633e-05, beta=1/2 8.603e-04 A cm^-2
  all terms: dG = 0.1051 eV, i0 sharp 2.632e-04, beta=1/2 2.037e-03 A cm^-2
  ratio all terms/usual: sharp 5.68, beta=1/2 2.37
```
